Barrier errors and decomposition temperatures at fixed residence time

**1. The decision**

A precursor is to be carried as vapour through a heated line, and the line temperature must be set below the point where the molecule starts to fall apart. A calculation has supplied a decomposition barrier with an uncertainty of a few per cent. Is that good enough to set the temperature, or must a more accurate barrier be computed first? The answer depends on how an error in the barrier passes into the predicted decomposition temperature.

Through the rate constant the outlook seems poor, because the barrier sits in an exponent and a small error there changes the rate several times over. The temperature responds much more mildly. If the prefactor is unchanged and the residence time is fixed, a barrier error of 5 % moves the temperature by about 5 %. These notes derive that result and its first correction, which comes from the temperature dependence of the prefactor.

**2. Model and definition of the decomposition temperature**

Assume one irreversible first-order step at uniform temperature T. Every portion of vapour spends the same time t in the hot zone, and heating and cooling take negligible time. The amount n of intact precursor obeys

dn/dt = −k n, so that n(t) = n(0) exp(−kt).

The lost fraction is X = 1 − n(t)/n(0) = 1 − exp(−kt). Solving for kt gives

kt = c, with c = −ln(1 − X).

The decomposition temperature T_d is the temperature at which this condition holds for a chosen X. It belongs to the molecule together with the choice of t and X, through the ratio t/c alone, so two values of T_d can be compared directly when that ratio is the same.

For the rate constant take the Arrhenius form

k = A exp(−E/RT),

with A independent of temperature, E the barrier per mole and R the gas constant. All temperatures in the formulas are absolute. The relative barrier error is

ε = (E_predicted − E_true)/E_true,

which is positive when the barrier is too high.

**3. The leading result**

Insert the Arrhenius form into kt = c:

A t exp(−E/RT_d) = c.

Divide by c, multiply by exp(E/RT_d) and take the logarithm:

E/(RT_d) = ln(At/c) ≡ L.

Therefore

T_d = E/(RL).

A positive temperature requires L > 0, that is At > c. If At were smaller than c, even the limiting rate constant k = A could not produce the chosen loss in the time t.

L contains A, t and X, but neither E nor T. Replace E by E(1 + ε) and keep the rest:

T_d′ = E(1 + ε)/(RL) = (1 + ε) T_d.

The relative error of the temperature is ε. No expansion in ε was made, so within this model the statement holds for every ε > −1. The reason is that E and T enter the rate constant only through the ratio E/T, and the loss criterion fixes that ratio.

For the worked example take round model parameters: E = 160 kJ/mol, A = 10¹³ s⁻¹, t = 1 s and X = 1 %. Then c = 0.01005 and

L = ln(10¹³/0.01005) = 34.53,

T_d = 160000/(8.314 × 34.53) K ≈ 557 K, or 284 °C.

Integrating the rate equation numerically and searching for the temperature with 1 % loss gives the same value. Repeating the search with the barrier 5 % too high, an error of 8 kJ/mol, gives 585 K; with the barrier 5 % too low it gives 529 K. The shifts are +28 K and −28 K, which are +5 % and −5 % of 557 K. A second parameter set, with a different barrier, prefactor, time and loss, moves from 442.7 K to 487.0 K when its barrier is raised by 10 %, again in proportion.

The formula also answers the reverse question. To know T_d within ΔT, the barrier must be known within

ΔE = RL ΔT.

Here RL is about 0.29 kJ/mol per kelvin, so a tolerance of 10 K demands a barrier good to about 2.9 kJ/mol, provided the prefactor is right.

**4. Why the rate suffers and the temperature does not**

At the fixed temperature T_d, the wrong barrier changes the rate constant by the factor

k′/k = exp[−εE/(RT_d)] = exp(−εL).

With ε = 0.05 this is exp(−1.727) = 0.178. The predicted rate is too small by a factor of 5.6, although the barrier is wrong by only 5 %.

To see how a modest temperature shift makes up for this, differentiate ln k = ln A − E/(RT) with respect to ln T:

d ln k/d ln T = E/(RT) = L at T_d.

A relative change of temperature is thus amplified by L in ln k, just as a relative change of the barrier is. The two amplifications cancel when the rate is held at c/t. L is large because the molecule has very many attempts at crossing the barrier during its residence, of order At = 10¹³, while the criterion allows very few successes.

The rate error returns if the predicted temperature is used as an operating limit. Suppose the barrier is too high by ε and the line is run at T_d′ = (1 + ε)T_d. With the true barrier, the exponent at that temperature is E/(RT_d′) = L/(1 + ε), so

k(T_d′) t = At exp[−L/(1 + ε)].

Since At = c exp(L), this becomes

k(T_d′) t = c exp[L − L/(1 + ε)] = c exp[εL/(1 + ε)].

For the example the exponent is 1.727/1.05 = 1.644 and the factor is about 5.2. Then kt ≈ 0.052, and the true loss is 1 − exp(−0.052), about 5 % instead of the intended 1 %. A barrier that is too high errs on the unsafe side; one that is too low gives a cautious limit.

**5. The first correction: a prefactor that varies with temperature**

The proportionality was strict because L did not depend on temperature. In transition-state theory the prefactor does. The Eyring form is

k = (k_B T/h) exp(ΔS/R) exp(−H/RT),

where H and ΔS are the activation enthalpy and entropy, both taken as constant. An "unchanged prefactor" now means an unchanged function of T. Its value still differs between the true and the predicted T_d.

To cover this and related cases together, let the product of prefactor and residence time be G(T), and suppose it varies as a power:

G(T) = G(T_d)(T/T_d)^m.

A constant prefactor at fixed time has m = 0, and the Eyring form at fixed time has m = 1. Write E for the barrier in either case, with E = H for Eyring. The criterion for the true barrier is

x ≡ E/(RT_d) = ln[G(T_d)/c].

For the wrong barrier, write T_d′ = qT_d, where q is the ratio we want. The criterion becomes

E(1 + ε)/(RqT_d) = ln[G(qT_d)/c].

The left side is x(1 + ε)/q. On the right, G has gained a factor q^m, so the logarithm is x + m ln q. Hence

x(1 + ε)/q = x + m ln q.

Multiply by q/x and define δ = m/x:

q(1 + δ ln q) = 1 + ε.

So far nothing has been approximated within the power-law model. Since x is about 35, δ is small, and we expand

q = q₀ + δq₁ + δ²q₂ + …

At order zero, q₀ = 1 + ε, the result of section 3. At order δ the terms on the left are q₁ + q₀ ln q₀, and the right side has none, so

q₁ = −(1 + ε) ln(1 + ε).

The relative temperature error with its first correction is therefore

(T_d′ − T_d)/T_d = ε − (m/x)(1 + ε) ln(1 + ε) + O(δ²).

For small ε, (1 + ε) ln(1 + ε) ≈ ε, and the right side becomes ε(1 − m/x). The correction is a fraction m/x of the error itself, so for small m/x the relative errors of barrier and temperature remain nearly equal.

The next order shows what was dropped. The derivative of q ln q is ln q + 1, so the terms of order δ² are q₂ + (ln q₀ + 1)q₁ = 0, which gives

q₂ = (1 + ε) ln(1 + ε)[1 + ln(1 + ε)].

The expansion needs |δ| small and also |δ ln(1 + ε)| small. The second condition could fail only for an enormous ratio of barriers, or for a predicted barrier close to zero.

**6. The Eyring case in numbers**

Use the same number for the enthalpy, H = 160 kJ/mol, and set ΔS = 0. The numerical search gives T_d = 554.9 K. This is slightly below the 557.2 K found before, because the Eyring prefactor at this temperature is 1.16 × 10¹³ s⁻¹ instead of 10¹³ s⁻¹. The large parameter is x = 34.68, so δ = 1/34.68 = 0.02884.

For ε = 0.05 we have (1 + ε) ln(1 + ε) = 1.05 × 0.04879 = 0.05123. The first correction is

−0.02884 × 0.05123 = −0.00148,

and the predicted temperature error is 5.000 % − 0.148 % = 4.852 %. The second-order term adds 0.0045 %, giving about 4.857 %. The numerical search moves from 554.9 K to 581.9 K, an error of 4.857 %. These digits serve to check the expansion; the chemical model does not justify them. In practice 4.9 % and 5 % are the same answer. The equal numbers for E and H were a choice for comparison. For one and the same reaction the Arrhenius energy RT² d ln k/dT of the Eyring form is H + RT, here 4.6 kJ/mol or 2.9 % above H, and the matching Arrhenius prefactor is e times the Eyring one. A computed barrier must be paired with the prefactor of its own form: H combined with the Arrhenius prefactor would give 539 K instead of 555 K.

The sign has a simple origin. A barrier that is too high pushes the predicted temperature up. At the higher temperature the prefactor is larger, which speeds the reaction and removes a little of the push. The prefactor enters through a logarithm that is compared with x, so the relief is only about 3 % of the shift.

**7. Local slope and a bound for finite errors**

For infinitesimal errors the slope can be found without expanding in δ. Take the differential of x = ln[G(T_d)/c]. Since x = E/(RT_d), the left side changes by x(d ln E − d ln T_d), and the right side by m d ln T_d. Collecting terms,

x d ln E = (x + m) d ln T_d,

d ln T_d/d ln E = x/(x + m) = 1 − m/x + …

The derivation uses only the local exponent m = d ln G/d ln T, so it also covers a prefactor that is not a pure power. For the Eyring example the slope is 34.68/35.68 = 0.972, in agreement with finite differences of the numerically found temperatures.

The Eyring criterion can also be solved in closed form. Define b = k_B t exp(ΔS/R)/(hc), so that x = ln(bT_d). Substitute T_d = H/(Rx) and exponentiate:

exp(x) = bH/(Rx), or x exp(x) = bH/R.

The solution is x = W(bH/R), where W is the Lambert function, defined by W(y) exp[W(y)] = y. Thus

T_d = H/[R W(bH/R)].

For positive arguments W increases, so x grows with H, and so does the slope x/(1 + x), which stays below 1. Integrating the slope over ln H from the true to the predicted barrier, for ε > 0, gives

(1 + ε)^(x/(1+x)) < T_d′/T_d < 1 + ε,

with x taken at the true barrier. For ε = 5 % the lower bound on the error is 4.8565 %, the numerical value is 4.8566 %, and the upper bound is 5 %. The value lies close to the lower bound because x hardly changes: x′/x = (1 + ε)/q = 1.05/1.04857, an increase of 0.14 %, so the slope is nearly constant over the interval.

**8. A second case: fixed flow instead of fixed time**

In a flowing line it is often the molar flow that is held constant, not the residence time. For an ideal gas at constant pressure the volume flow is proportional to T, so the time spent in a given volume falls as 1/T. With constant A this means m = −1. Let the residence time be 1 s at the true T_d, so that x = L there. The slope is

L/(L − 1) = 34.53/33.53 = 1.030.

The error is now slightly magnified. A higher predicted temperature shortens the stay, and the temperature must rise a little further to reach the same loss. If the prefactor has the Eyring form and the molar flow is fixed, the factor T from the prefactor cancels the factor 1/T from the residence time. Then m = 0 and the slope is 1. The numerical search confirms both slopes.

For T_d to mark the onset of decomposition on heating, x + m must be positive. This quantity is d ln(kt)/d ln T, so the condition says that heating must increase the loss. For m = −1 it fails when RT_d reaches E, where the shortening of the stay outweighs the growth of the rate. With x near 35 the example is far from that limit.

**9. What "prefactor unchanged" protects against**

Return to constant A and fixed time, and let the prefactor be wrong by a factor r while the barrier is wrong by ε. Then L becomes ln(rAt/c) = L + ln r, and

T_d′/T_d = (1 + ε) L/(L + ln r).

With a correct barrier, ε = 0, the relative error is

L/(L + ln r) − 1 = −ln r/(L + ln r).

For r = 10 this is −2.303/36.84 = −6.25 %, and T_d falls from 557 K to 522 K. A tenfold prefactor error therefore matters more here than a 5 % barrier error. Even an exact barrier leaves a temperature error of this size if the activation entropy remains uncertain by that much.

The two errors can also hide each other. The ratio T_d′/T_d equals 1 when (1 + ε)L = L + ln r, that is when

r = exp(εL).

For ε = 0.05 this gives r = 5.6. With the barrier 5 % too high and the prefactor 5.6 times too large, the predicted T_d is again 557 K. Agreement with one measured decomposition temperature therefore does not establish that the barrier is right. It fixes one combination of E and A, and a second measurement at a clearly different value of t/c can separate them: since E/(RT_d) = ln(At/c), another residence time or another chosen loss gives a second equation for the two unknowns. The lever is short, however. If t/c changes so that L becomes L + Δ, the true and the compensated pair differ by the relative amount εΔ/(L + Δ + εL). For a residence time 100 times longer, Δ = 4.6, and the two temperatures are 491.7 K and 494.4 K, less than 3 K apart. The separation therefore needs a wide range of t/c and temperatures good to about a kelvin.

**10. Reading the error on the stability window**

For vapour passing through the line, the useful temperature range runs from a lower edge T_low, where the precursor is volatile enough, to T_d. This window does not apply to the heated source, where the precursor may stand for hours or days. If the same rate constant held there, a stay of one day would lower the example's T_d from 557 K to 419 K, below the edge of 430 K used in this section; a source held at 430 K would lose about 3 % per day. Suppose T_low does not depend on the decomposition barrier. The width is w = T_d − T_low, and its relative error is

(w′ − w)/w = (T_d′ − T_d)/(T_d − T_low) = εT_d/(T_d − T_low).

This is larger than ε in magnitude, and it grows as the window narrows. With T_low = 430 K the true width is 127 K and the predicted width is 155 K, an error of 22 % from a barrier error of 5 %. The shift in kelvin is the same 28 K as before; it is now compared with a smaller quantity.

The Celsius scale has the same effect. The shift of 28 K is 9.8 % of 284 °C, but that percentage depends on where the scale places its zero. The rule "same relative error" applies to absolute temperature.

For the decision in section 1, the quantity to compare with the safety margin is therefore the shift εT_d in kelvin. In the example, a margin of 40 K below the predicted T_d covers a barrier error of 5 % when the prefactor is right. It does not cover a 5 % error that is joined by a prefactor ten times too small: then ln r = −2.303, the ratio is 1.05 × 34.53/32.23 = 1.125, and the prediction is too high by about 70 K.

None of this covers an error in the mechanism. If the vapour decomposes mainly on the wall, or by a second channel that is faster at the temperatures in question, the calculated E and A describe the wrong step, and ε no longer measures the error in T_d. The rate forms used here are also those of the high-pressure limit. A small molecule in a low-pressure line can be in the unimolecular falloff range, where k lies below that limit and depends on pressure; the true T_d is then higher than predicted, and the proportionality between barrier error and temperature error is only approximate. The values behind the example are collected in the numerical output below.

Computed results

```
Barrier E: 160.0 kJ/mol
Prefactor A: 1.0e+13 1/s
Residence time: 1.0 s
Chosen loss X: 1.0 %
Gas constant R: 8.31446 J/(mol K)
c = -ln(1-X): 0.010050
L = ln(A t/c): 34.5338
T_d from formula: 557.24 K
T_d from integration: 557.24 K
T_d in Celsius: 284.09 degC
Barrier error eps: 5.0 %
Barrier error in energy: 8.0 kJ/mol
T_d, barrier too high by eps: 585.10 K
T_d, barrier too low by eps: 529.38 K
Shift of T_d, barrier too high: 27.86 K
Relative error of T_d, too high: 5.0000 %
Relative error of T_d, too low: -5.0000 %
Same shift as share of Celsius value: 9.81 %
Second set, T_d: 442.68 K
Second set, T_d with barrier +10 %: 486.95 K
Rate factor at fixed T_d, barrier too high: 0.1779
Eyring T_d: 554.91 K
Eyring prefactor at its T_d: 1.156e+13 1/s
Eyring x = H/(R T_d): 34.6789
Eyring slope dlnT/dlnH: 0.9720
Eyring T_d, barrier too high: 581.86 K
Eyring relative error of T_d: 4.8566 %
Eyring lower bound on that error: 4.8565 %
Slope, constant A, fixed molar flow: 1.0298
Slope, Eyring, fixed molar flow: 1.0000
T_d with prefactor times 10: 522.41 K
Relative change from that prefactor: -6.25 %
Prefactor ratio hiding the barrier error: 5.622
T_d with both errors present: 557.24 K
Lower window edge: 430.0 K
Window width: 127.24 K
Window width, barrier too high: 155.10 K
Relative error of window width: 21.90 %
```
